# Fine-Structure Constant from Atomic Recoil: Uncertainties and Electron-Binding Corrections

## Problem

An atom X of mass \(M\) recoils when it absorbs or emits light, and the recoil gives the quotient \(h/M\). Let \(R_\infty\) be the Rydberg constant for an infinitely heavy nucleus, \(m_e\) the electron mass, and \(A_X=M/m_u\), \(A_e=m_e/m_u\) the relative masses in terms of the atomic mass constant \(m_u\).

(a) Derive
\[
\alpha^2=\frac{2R_\infty}{c}\,\frac{M}{m_e}\,\frac{h}{M}.
\]

(b) An atom at rest absorbs a photon of frequency \(\nu_1\), emits one of frequency \(\nu_2\) in the opposite direction, and ends in its initial internal state. Express \(h/M\) through the two frequencies without a nonrelativistic approximation. What does a small initial velocity change?

(c) Propagate the uncertainties for a rubidium and a cesium measurement. Find their correlation, the best weighted mean and the uncertainty of their difference. Use model masses of 87 u and 133 u, a wavelength of 800 nm, relative uncertainties of \(1\times10^{-10}\) for each atomic mass, and \(1\times10^{-10}\) (Rb) and \(4\times10^{-10}\) (Cs) for \(h/M\).

(d) The atomic mass is derived from a trapped ion \(X^{n+}\). Which binding correction is needed, and how large is it for \(n=1\)?

(e) The electron mass is derived from the spin and cyclotron frequencies of \(^{12}\mathrm C^{5+}\). Which binding corrections enter here, and what happens to \(\alpha\) if they are omitted?

## Solution

### (a) The relation

The Rydberg constant is defined by the ground-state energy of one electron in the Coulomb field of a fixed unit charge, in the nonrelativistic theory: \(E=-hcR_\infty\). With \(\alpha=e^2/(4\pi\varepsilon_0\hbar c)\) the potential energy is \(-\alpha\hbar c/r\), and the radial function \(u(r)\) of an s state obeys
\[
-\frac{\hbar^2}{2m_e}u''-\frac{\alpha\hbar c}{r}u=Eu,\qquad u(0)=0 .
\]
Try \(u=re^{-\kappa r}\), which has no node for \(r>0\), as a ground state requires. Then \(u''=(-2\kappa+\kappa^2r)e^{-\kappa r}\), and division by the exponential leaves
\[
\frac{\hbar^2\kappa}{m_e}-\frac{\hbar^2\kappa^2}{2m_e}r-\alpha\hbar c=Er .
\]
The terms without \(r\) give \(\kappa=\alpha m_ec/\hbar\). The terms linear in \(r\) give
\[
E=-\frac{\hbar^2\kappa^2}{2m_e}=-\frac{\alpha^2m_ec^2}{2}.
\]
Equating this to \(-hcR_\infty\) yields
\[
R_\infty=\frac{\alpha^2m_ec}{2h}
\quad\Longrightarrow\quad
\alpha^2=\frac{2R_\infty}{c}\,\frac{h}{m_e}.
\]
Since \(h/m_e=(M/m_e)(h/M)\), and \(M/m_e=A_X/A_e\),
\[
\boxed{\alpha^2=\frac{2R_\infty}{c}\,\frac{A_X}{A_e}\,\frac{h}{M}} .
\]
A numerical diagonalization of the radial equation gives \(R_\infty=10\,973\,692\ \mathrm{m^{-1}}\). This agrees with the tabulated \(10\,973\,731.568\ \mathrm{m^{-1}}\) within the tolerance of \(2\times10^{-5}\) set for the grid.

The relation is an identity and contains no binding correction. Nuclear motion, relativity and radiative effects do shift the lines of real hydrogen, but they are accounted for when \(R_\infty\) is extracted from the spectrum. Binding corrections enter through the way \(A_X\) and \(A_e\) are obtained. The mass \(M\) must be the same in both factors: it is the total rest mass of the neutral atom that recoils, binding energy included.

### (b) What the recoil measures

Absorption gives the atom the momentum \(h\nu_1/c\). Backward emission adds \(h\nu_2/c\) in the same direction. With \(D=\nu_1-\nu_2\) and \(S=\nu_1+\nu_2\), the final momentum is \(hS/c\), and energy conservation reads
\[
Mc^2+hD=\sqrt{M^2c^4+h^2S^2}.
\]
Squaring and cancelling \(M^2c^4\) gives
\[
2Mc^2hD+h^2D^2=h^2S^2 .
\]
Because \(S^2-D^2=4\nu_1\nu_2\), this becomes \(2Mc^2D=4h\nu_1\nu_2\), or
\[
\boxed{\frac hM=\frac{c^2(\nu_1-\nu_2)}{2\nu_1\nu_2}=\frac c2(\lambda_2-\lambda_1)} .
\]
The second form follows from \(1/\nu_2-1/\nu_1=(\lambda_2-\lambda_1)/c\). It is the wavelength shift of Compton backscattering, with the whole atom as the scatterer. The intermediate excited state does not appear, because the conservation laws connect only the initial and final states. The same \(M\) stands on both sides because these two internal states coincide; if they differed, the rest mass of the final state would replace \(M\) under the square root.

Now let the atom start with a small velocity \(v\) along the first beam. Nonrelativistically, with \(P=hS/c\),
\[
hD=\frac{(Mv+P)^2}{2M}-\frac{Mv^2}{2}=vP+\frac{P^2}{2M}.
\]
The first term is a Doppler shift. Reversing both beams at the same \(S\) changes the sign of \(P\), hence of this term, but not of \(P^2/2M\). The mean of the two measurements then isolates the recoil. If \(\nu_1\) is held fixed instead, \(S=2\nu_1-D\) differs between the two directions, and the mean of \(D\) keeps a relative error of \(-v^2/(cv_r)\) with \(v_r=h\nu_1/(Mc)\). For the rubidium model this is \(-1.9\times10^{-11}\) at \(v=v_r\) and already \(-1.7\times10^{-10}\) at \(v=3v_r\). The cancellation is needed: for \(v=h\nu/(Mc)\), a single-photon recoil velocity, and \(S\approx2\nu\), both terms of \(D\) equal \(2h\nu^2/(Mc^2)\).

For the rubidium model, \(h/M=4.58657\times10^{-9}\ \mathrm{m^2/s}\), so
\[
\frac{h}{M\lambda}=\frac{4.58657\times10^{-9}\ \mathrm{m^2/s}}{800\times10^{-9}\ \mathrm m}=5.733\times10^{-3}\ \mathrm{m/s},
\]
\[
D\approx\frac{2}{\lambda^2}\frac hM=\frac{2(4.58657\times10^{-9}\ \mathrm{m^2/s})}{6.4\times10^{-13}\ \mathrm{m^2}}=14\,333\ \mathrm{Hz}.
\]
For cesium the shift is 9376 Hz. A relative uncertainty of \(1\times10^{-10}\) on the rubidium shift means \(1.4\times10^{-6}\) Hz. Many recoils relax this demand. After \(N\) photon pairs the nonrelativistic velocity change is \(V=2Nh/(M\lambda)\), where \(\lambda=c/\bar\nu\) belongs to the mean frequency \(\bar\nu\) of all \(2N\) photons. Hence \(h/M=\lambda V/(2N)\), and a given uncertainty of \(V\) contributes an uncertainty of \(h/M\) that falls as \(1/N\). The mean matters: if every absorbed photon has the same frequency, the emitted frequency drops further with each pair, and using the absorbed wavelength for \(\lambda\) would cause a relative error of about \(1.9\times10^{-11}N\) for rubidium.

### (c) Uncertainties

Write \(q=h/M\). The logarithm of the boxed relation in (a) is
\[
\ln\alpha=\tfrac12\left(\ln2+\ln R_\infty-\ln c+\ln A_X-\ln A_e+\ln q\right).
\]
In the SI, \(c\) is fixed. For small relative deviations \(\delta x/x\),
\[
\frac{\delta\alpha}{\alpha}=\frac12\left(\frac{\delta R_\infty}{R_\infty}+\frac{\delta A_X}{A_X}-\frac{\delta A_e}{A_e}+\frac{\delta q}{q}\right).
\]
Square and average. If the inputs are independent, the cross terms vanish:
\[
u_r^2(\alpha)=\tfrac14\left[u_r^2(R_\infty)+u_r^2(A_X)+u_r^2(A_e)+u_r^2(q)\right].
\]
The overall factor \(\tfrac14\) comes from the square root: \(\alpha\) is known relatively twice as well as \(\alpha^2\).

The two atoms share \(R_\infty\) and \(A_e\). Separate each variance into a shared part \(s\) and an individual part:
\[
s=\tfrac14[u_r^2(R_\infty)+u_r^2(A_e)],
\]
\[
a=\tfrac14[u_r^2(A_{\rm Rb})+u_r^2(q_{\rm Rb})],\qquad
b=\tfrac14[u_r^2(A_{\rm Cs})+u_r^2(q_{\rm Cs})].
\]
The relative variances are \(s+a\) and \(s+b\), and the covariance is \(s\). A mean with weights \(w\) for rubidium and \(1-w\) for cesium has the variance
\[
V(w)=s+w^2a+(1-w)^2b,
\]
since the shared deviation enters with total weight one. Setting \(dV/dw=2wa-2(1-w)b=0\) gives
\[
w=\frac{b}{a+b},\qquad V_{\min}=s+\frac{ab}{a+b}.
\]
In the difference of the two relative deviations the shared part cancels, which leaves the variance \(a+b\).

The constants table gives \(u_r(R_\infty)=1.09\times10^{-12}\) and \(u_r(A_e)=1.77\times10^{-11}\); their mutual correlation is neglected. In units of \(10^{-20}\),
\[
s=\tfrac14(0.0109^2+0.177^2)=0.0079,
\]
\[
a=\tfrac14(1+1)=0.50,\qquad b=\tfrac14(1+16)=4.25 .
\]
The results are
\[
u_r(\alpha_{\rm Rb})=\sqrt{0.5079}\times10^{-10}=7.13\times10^{-11},
\]
\[
u_r(\alpha_{\rm Cs})=\sqrt{4.2579}\times10^{-10}=2.06\times10^{-10}.
\]
The correlation coefficient is \(0.0079/\sqrt{0.5079\times4.2579}=0.005\). The rubidium weight is \(4.25/4.75=0.895\), and
\[
u_r(\text{mean})=6.75\times10^{-11},\qquad
u_r(\text{difference})=\sqrt{4.75}\times10^{-10}=2.18\times10^{-10}.
\]
Random sampling of the inputs confirms these formulas, also in a case where all inputs have equal relative uncertainties and the correlation coefficient is 0.5.

Cesium improves the mean only slightly, but it provides a check. A relative disagreement of \(1\times10^{-9}\) would be 4.6 times the uncertainty of the difference, and an error in \(R_\infty\) or \(A_e\) could not explain it. If both atomic masses came from the same trap with a common systematic error, \(\tfrac14\) of their relative covariance would have to be added to the covariance of the two results.

Better recoil data alone have a limit. With \(u_r(q)=0\), rubidium would still have \(u_r(\alpha)=\tfrac12\sqrt{1+0.0314}\times10^{-10}=5.1\times10^{-11}\), almost entirely from \(A_{\rm Rb}\).

The central value follows from the same inputs. For rubidium,
\[
\alpha^2=(7.32089\times10^{-2}\ \mathrm{s/m^2})\,\frac{87}{5.48580\times10^{-4}}\,(4.58657\times10^{-9}\ \mathrm{m^2/s})=5.3251\times10^{-5}.
\]
With all digits kept, \(\alpha=0.007297352564\), or \(1/\alpha=137.035999\). Here \(h/M\) was constructed from tabulated constants, so the value checks the consistency of the table with the relation. It is not a new determination of \(\alpha\).

### (d) From the ion to the neutral atom

Let \(E_n>0\) be the energy needed to remove \(n\) electrons from the neutral atom, that is, the sum of its first \(n\) ionization energies. The separated ion and electrons at rest have more energy than the atom by this amount:
\[
M(X^{n+})c^2+nm_ec^2=Mc^2+E_n .
\]
Division by \(m_uc^2\) gives
\[
\boxed{A_X=A(X^{n+})+nA_e-\frac{E_n}{m_uc^2}} .
\]
The binding term is negative because a bound system is lighter than its separated parts. If it is omitted, \(A_X\) is too large by the fraction \(E_n/(Mc^2)\), and
\[
\frac{\alpha'}{\alpha}=\sqrt{1+\frac{E_n}{Mc^2}}\approx1+\frac{E_n}{2Mc^2}.
\]

For \(n=1\) the energies were computed with unrestricted coupled cluster, UCCSD(T), in the def2-TZVP basis with its effective core potential. They are \(E_1=4.09\) eV for rubidium and 3.79 eV for cesium. With \(m_uc^2=9.315\times10^8\) eV,
\[
\frac{E_1}{2Mc^2}\bigg|_{\rm Rb}=\frac{4.09}{2\times87\times9.315\times10^8}=2.5\times10^{-11}.
\]
For cesium the result is \(1.5\times10^{-11}\). These shifts are about 35% and 7% of the respective uncertainties of \(\alpha\) in (c), so the rubidium correction in particular belongs in the evaluation. The computed energies are not converged to the digits shown: the measured ionization energies, 4.18 eV and 3.89 eV, are about 0.1 eV higher and give \(2.6\times10^{-11}\) and \(1.6\times10^{-11}\), or 36% and 8%.

Modest accuracy of \(E_1\) suffices. The finite basis, the core potential and the truncated treatment of correlation all leave errors. Even dropping correlation altogether, which lowers the \(E_1\) computed in this basis by about 0.3 eV in both atoms, changes \(\alpha\) by only about \(2\times10^{-12}\) or less.

The missing electron's mass matters far more. Using the singly charged ion's mass as \(A_X\) changes \(\alpha\) by \(-3.15\times10^{-6}\) for rubidium and \(-2.06\times10^{-6}\) for cesium, close to \(-A_e/(2A_X)\).

If the trap compares \(X^{n+}\) with a reference ion, the reference mass needs the same treatment. For an ion of \(^{12}\mathrm C\), whose neutral atom has relative mass 12 by definition,
\[
A(^{12}\mathrm C^{k+})=12-kA_e+\frac{E_k}{m_uc^2}.
\]

### (e) The electron mass from \(^{12}\mathrm C^{5+}\)

**Frequency ratio.** In a field \(B\) the ion circles with \(\omega_c=5eB/m_{\rm ion}\). The Zeeman splitting of its one electron is \(\hbar\omega_s=g\,e\hbar B/(2m_e)\), where \(g\) belongs to the bound electron. The field cancels in the ratio:
\[
s_\omega=\frac{\omega_s}{\omega_c}=\frac{g}{10}\frac{m_{\rm ion}}{m_e}.
\]
From (d), \(m_{\rm ion}/m_u=12-5A_e+\varepsilon\), with \(\varepsilon=E_5/(m_uc^2)\). Hence
\[
\frac{10s_\omega}{g}A_e=12-5A_e+\varepsilon
\quad\Longrightarrow\quad
\boxed{A_e=\frac{12+\varepsilon}{5+10s_\omega/g}} .
\]

**Binding energy in the ion mass.** Omitting \(\varepsilon\) leaves the denominator unchanged, so
\[
\frac{A_e'}{A_e}-1=\frac{12}{12+\varepsilon}-1=-\frac{\varepsilon}{12+\varepsilon},
\qquad
\frac{\alpha'}{\alpha}=\sqrt{1+\frac{\varepsilon}{12}}\approx1+\frac{\varepsilon}{24}.
\]

The energy \(E_5\) is the difference between \(\mathrm C^{5+}\) and neutral carbon. The nonrelativistic ion has the exact energy \(-Z^2/2=-18\) hartree. With an unrestricted Hartree–Fock atom, \(E_5=535.84\) eV; with UCCSD(T) in the cc-pCVTZ basis it is 539.60 eV. The correlation energy \(C_L\) of the atom was then extrapolated by assuming \(C_L=C_{\rm lim}+\beta L^{-3}\) for the double- and triple-zeta bases, \(L=2,3\). Eliminating \(\beta\) from \(8C_2=8C_{\rm lim}+\beta\) and \(27C_3=27C_{\rm lim}+\beta\) gives \(C_{\rm lim}=(27C_3-8C_2)/19\), and \(E_5\) becomes 539.91 eV. A scalar relativistic calculation adds 0.17 eV, for a total of 540.1 eV. Thus
\[
\varepsilon=5.798\times10^{-7},\qquad
\frac{\delta A_e}{A_e}=-4.83\times10^{-8},\qquad
\frac{\delta\alpha}{\alpha}=+2.42\times10^{-8}.
\]
The omission would shift \(\alpha\) by about 340 times the rubidium uncertainty.

An error of 1 eV in \(E_5\) changes \(\alpha\) by \(1/(24\times9.315\times10^8)=4.5\times10^{-11}\). Neglecting electron correlation in the atom would therefore cost \(1.8\times10^{-10}\), more than the rubidium uncertainty. The basis extrapolation contributes \(1.4\times10^{-11}\) and scalar relativity \(0.8\times10^{-11}\). Remaining basis and correlation errors, relativistic electron–electron terms, radiative effects and nuclear motion are not included in this \(E_5\). The extrapolation alone moved \(E_5\) by 0.31 eV and the Hartree–Fock part was left at the triple-zeta level, so the second decimal of 539.91 eV is not established.

**Binding correction to the magnetic moment.** The bound electron does not have the \(g\) of a free one. To find the leading change, solve the Dirac equation for a fixed point nucleus. Measure length in \(\hbar/(m_ec)\), energy in \(m_ec^2\), and set
\[
\zeta=Z\alpha,\qquad \gamma=\sqrt{1-\zeta^2},\qquad \eta=\frac{1-\gamma}{\zeta}.
\]
Let \(\mathbf n\) be the radial unit vector, \(\rho\) the distance and \(\chi\) a constant spinor. Take the upper components as \(f\chi\) and the lower as \(i\eta f(\boldsymbol\sigma\cdot\mathbf n)\chi\), with \(f=\rho^{\gamma-1}e^{-\zeta\rho}\). Since \(\boldsymbol\sigma\cdot\nabla(f\,\boldsymbol\sigma\cdot\mathbf n)=f'+2f/\rho\), the two Dirac equations for energy \(\mathcal E\) are
\[
(1-\zeta/\rho-\mathcal E)f+\eta(f'+2f/\rho)=0,
\]
\[
f'+\eta(1+\zeta/\rho+\mathcal E)f=0 .
\]
Insert \(f'/f=(\gamma-1)/\rho-\zeta\). Because \(\eta(1+\gamma)=\zeta\) and \(\eta\zeta=1-\gamma\), both hold with \(\mathcal E=\gamma\).

For charge \(-e\) and vector potential \(\tfrac12\mathbf B\times\mathbf r\), the field adds \(\tfrac12ec\,\mathbf B\cdot(\mathbf r\times\mathbf D)\), where the Dirac matrices \(\mathbf D\) couple upper and lower components through \(\boldsymbol\sigma\). For spin up along \(\mathbf B\), the first-order shift is \((e\hbar B/2m_e)W\), with \(W=\langle\rho(\mathbf n\times\mathbf D)_z\rangle\). By definition it is also \(\tfrac12g\,e\hbar B/(2m_e)\), so \(g=2W\).

From \(\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf n)=\mathbf n+i\,\mathbf n\times\boldsymbol\sigma\),
\[
(\mathbf n\times\boldsymbol\sigma)(i\eta\,\boldsymbol\sigma\cdot\mathbf n)=\eta\,[\boldsymbol\sigma-\mathbf n(\mathbf n\cdot\boldsymbol\sigma)] .
\]
The angular average of the bracket is \(\tfrac23\boldsymbol\sigma\). The conjugate term doubles the result, and the norm contains \(1+\eta^2\):
\[
W=\frac43\,\frac{\eta}{1+\eta^2}\,\frac{\int\rho^3f^2d\rho}{\int\rho^2f^2d\rho}
=\frac43\cdot\frac\zeta2\cdot\frac{2\gamma+1}{2\zeta}=\frac{1+2\gamma}{3}.
\]
Here \(\eta^2=(1-\gamma)/(1+\gamma)\) gives \(\eta/(1+\eta^2)=\zeta/2\), and the integrals are gamma functions. Therefore
\[
\boxed{g=\tfrac23\left(1+2\sqrt{1-(Z\alpha)^2}\right)\approx2\left[1-\tfrac13(Z\alpha)^2\right]} .
\]
It tends to 2 for weak binding. For \(Z=6\) it is 1.998721, and direct integration over the full spinor agrees. Within this Dirac model, omitting the binding means using \(g=2\), which changes \(A_e\) by \(+6.40\times10^{-4}\) and \(\alpha\) by \(-3.20\times10^{-4}\). For the real ion the radiative term, about \(\alpha/\pi\), raises \(g\) to about 2.00104. Nearly the same shifts then follow from using the free-electron value 2.00232, whereas \(g=2\) would change \(A_e\) by about \(-5.2\times10^{-4}\). A real evaluation must also add radiative, nuclear-size and nuclear-recoil corrections to \(g\).

This \(g\) depends on the \(\alpha\) being sought, but weakly:
\[
\frac{d\ln g}{d\ln\alpha}=-\frac{2(Z\alpha)^2}{\gamma(1+2\gamma)}=-1.28\times10^{-3}.
\]
Since \(A_e\) is nearly proportional to \(g\) and \(\alpha\propto A_e^{-1/2}\), a relative error \(\delta\) in the assumed \(\alpha\) returns as about \(6.4\times10^{-4}\delta\). Within this Dirac model, iteration therefore converges rapidly. The added corrections to \(g\) bring their own dependence on \(\alpha\), which a full evaluation must carry along. The radiative term adds about \(+1.16\times10^{-3}\) to \(d\ln g/d\ln\alpha\), so for the real ion the feedback is only about \(6\times10^{-5}\delta\).

The complete numerical output follows.

## Calculated quantities

```
R_inf = 10973731.568157 1/m, rel. uncertainty 1.09e-12
A_e = 5.485799090441e-04, rel. uncertainty 1.77e-11
R_inf from radial diagonalization = 10973692.4 1/m
Chosen wavelength = 800 nm
Rb: model relative mass = 87
Rb: h/M = 4.5865663318e-09 m^2/s
Rb: recoil velocity = 5.7332 mm/s
Rb: backscatter shift nu1-nu2 = 14333.02 Hz
Rb: shift uncertainty = 1.43e-06 Hz
Rb: alpha = 0.007297352564
Rb: 1/alpha = 137.03599918
Rb: chosen u_r(A_X) = 1.0e-10
Rb: chosen u_r(h/M) = 1.0e-10
Rb: u_r(alpha) = 7.126e-11
Rb: E1 UHF = 3.805 eV
Rb: E1 UCCSD(T) = 4.094 eV
Rb: alpha change, E1 omitted = +2.53e-11
Rb: alpha change, ion mass used = -3.153e-06
Cs: model relative mass = 133
Cs: h/M = 3.0002351193e-09 m^2/s
Cs: recoil velocity = 3.7503 mm/s
Cs: backscatter shift nu1-nu2 = 9375.73 Hz
Cs: shift uncertainty = 3.75e-06 Hz
Cs: alpha = 0.007297352564
Cs: 1/alpha = 137.03599918
Cs: chosen u_r(A_X) = 1.0e-10
Cs: chosen u_r(h/M) = 4.0e-10
Cs: u_r(alpha) = 2.063e-10
Cs: E1 UHF = 3.492 eV
Cs: E1 UCCSD(T) = 3.791 eV
Cs: alpha change, E1 omitted = +1.53e-11
Cs: alpha change, ion mass used = -2.062e-06
Correlation of the two alpha values = 0.0053
Weights Rb, Cs = 0.8947, 0.1053
u_r of weighted mean = 6.747e-11
u_r of difference = 2.179e-10
C: E5 with UHF atom = 535.84 eV
C: E5 UCCSD(T)/cc-pCVTZ = 539.60 eV
C: E5 extrapolated = 539.91 eV
C: relativistic change of E5 = +0.173 eV
C: E5 final = 540.09 eV
C: eps = E5/(m_u c^2) = 5.7981e-07
A_e relative change, E5 omitted = -4.832e-08
alpha change, E5 omitted = +2.416e-08
alpha change, correlation in E5 omitted = +1.82e-10
alpha change, basis extrapolation omitted = +1.39e-11
alpha change, relativity in E5 omitted = +7.72e-12
C5+ Dirac g: formula 1.998721354, integral 1.998721354
A_e relative change if g = 2 = +6.396e-04
alpha change if g = 2 = -3.196e-04
d ln g / d ln alpha = -1.280e-03
```
